\section*{Maxwell obstruction and the depth of internal oxidation}

\section{Problem}

A flat alloy surface takes up oxygen at high temperature. The oxygen dissolves in the metal, diffuses inwards and meets a solute that forms a much more stable oxide than the base metal does. The solute precipitates as small oxide particles, and a front at depth $X$ separates the oxidized zone from the unoxidized alloy. The particles are spheres that oxygen cannot enter, and they fill a volume fraction $f=0.2$ of the zone.

\begin{enumerate}
\item Derive Maxwell's formula for the oxygen flux through a matrix containing such spheres.
\item Find by how much the depth at a given time falls below the depth $X_0$ calculated with unobstructed matrix diffusion.
\item Evaluate both depths after 24 h, and the time needed to make up for the obstruction.
\end{enumerate}

The comparison holds fixed the surface oxygen concentration, the matrix diffusivity, the time, and the amount of oxygen bound per volume of zone. The reference $X_0$ therefore keeps the precipitates as a sink for oxygen and ignores their blocking.

For part 3 use these rough, round values, in the regime of silver--cadmium electrical contact alloys near 800~$^\circ$C: oxygen diffusivity in the matrix $D=2\times10^{-5}$ cm$^2$/s, surface oxygen atom fraction $10^{-4}$, molar volumes $V_{\rm m}=10$ cm$^3$/mol for the metal and $V_{\rm ox}=16$ cm$^3$/mol for the oxide, and $\nu=1$ oxygen atom per oxide formula unit.

Assume at first that the solute is immobile, that the oxygen concentration at the front is negligible, that particle interfaces are not fast paths, and that the particles are much smaller than $X$.

\section{Hints}

\begin{enumerate}
\item Place one impermeable sphere in a uniform concentration gradient. Its disturbance is a dipole field. What fixes the dipole strength?
\item Compare the summed dipoles of many small spheres with the dipole of one large homogeneous sphere.
\item Decide whether your concentration is counted per volume of matrix or per volume of the whole zone. The effective diffusivity differs between the two.
\item Far less oxygen is dissolved than bound. What does this say about the flux at different depths within the zone?
\end{enumerate}

\section{Solution}

\subsection{One impermeable sphere}

Let $c$ be the dissolved oxygen per volume of matrix, with flux $\mathbf J=-D\nabla c$. On the scale of a particle the field is steady, so $\nabla^2c=0$. Measure $c$ from its value at the sphere's centre plane, and let the gradient far away be $G$ along the polar axis. Both $r\cos\theta$ and $\cos\theta/r^2$ satisfy Laplace's equation, so we try
\begin{equation}
c=G\cos\theta\left(r+\frac{B}{r^2}\right),\qquad
\frac{\partial c}{\partial r}=G\cos\theta\left(1-\frac{2B}{r^3}\right).
\label{eq:dipole}
\end{equation}
No oxygen crosses the surface $r=a$, so the radial derivative vanishes there and
\begin{equation}
B=\frac{a^3}{2}.
\end{equation}

\subsection{From one sphere to many}

Now consider a large homogeneous sphere of radius $R$, in which the flux is $-\kappa D\nabla c$. Outside it the field has the form (\ref{eq:dipole}); inside, the solution that stays finite is $c=GAr\cos\theta$. Continuity of $c$ and of the normal flux at $r=R$ gives, with $\beta=B/R^3$,
\begin{equation}
A=1+\beta,\qquad \kappa A=1-2\beta .
\end{equation}
Substituting the first relation into the second,
\begin{equation}
\kappa+\kappa\beta=1-2\beta
\quad\Longrightarrow\quad
\beta=\frac{1-\kappa}{2+\kappa}.
\label{eq:beta}
\end{equation}

Let the large sphere instead be matrix containing $N$ impermeable spheres of radius $a$, so that $f=Na^3/R^3$. Maxwell's approximation adds their far fields as if each sphere were exposed to the gradient $G$. The total dipole strength is $Na^3/2=fR^3/2$. The homogeneous sphere is equivalent if it produces the same far field, which requires $\beta=f/2$:
\begin{align}
f(2+\kappa)&=2(1-\kappa),\\
\kappa(2+f)&=2(1-f),\\
\kappa&=\frac{1-f}{1+f/2}.
\label{eq:maxwell}
\end{align}
For small $f$ this tends to $1-3f/2$. One part $f$ of the loss is missing cross-section; the further $f/2$ comes from the detour around the spheres. For $f=0.2$,
\begin{equation}
\kappa=\frac{0.8}{1.1}=\frac{8}{11}=0.727.
\end{equation}

Since the formula neglects the detailed interaction of neighbours, its accuracy at $f=0.2$ needs a test. A three-dimensional finite-volume solution for a simple cubic array of impermeable spheres gives $\kappa=0.7267$, against $0.7273$ from (\ref{eq:maxwell}). At $f=0.1$ both give $0.857$. For this arrangement the error of Maxwell's formula is negligible here; other arrangements can differ.

\subsection{Growth of the oxidized zone}

Each volume of zone contains $f/V_{\rm ox}$ moles of oxide, so the bound oxygen per volume is
\begin{equation}
b=\frac{\nu f}{V_{\rm ox}}.
\end{equation}
Let $x$ be the distance below the outer surface, with $c=c_s$ at $x=0$ and $c=0$ at $x=X$. When $c_s\ll b$, the front advances only a small fraction of $X$ in the time the dissolved oxygen needs to adjust. Almost no oxygen is then stored on the way, the flux is the same at every depth, and the profile is linear. The inward flux per total area is
\begin{equation}
J=\kappa D\,\frac{c_s}{X}.
\end{equation}
An advance $dX$ binds $b\,dX$ moles of oxygen per area. Hence
\begin{equation}
b\,\frac{dX}{dt}=\frac{\kappa Dc_s}{X}
\quad\Longrightarrow\quad
X\,dX=\frac{\kappa Dc_s}{b}\,dt .
\end{equation}
With $X=0$ at $t=0$, integration gives
\begin{equation}
X^2=\frac{2\kappa Dc_s t}{b}.
\label{eq:growth}
\end{equation}
The reference depth has $\kappa=1$ and the same $b$, so everything else cancels:
\begin{equation}
\frac{X}{X_0}=\sqrt{\kappa}=\sqrt{\frac{1-f}{1+f/2}}
=\sqrt{\frac{8}{11}}=0.853 .
\label{eq:ratio}
\end{equation}
The depth falls by 14.7\,\%, or about 15\,\%. Between zones of equal thickness $X$, the obstructed one carries 27\,\% less flux. At equal times the depth falls by less than this, because the obstructed zone is thinner and so has a steeper gradient.

\subsection{Which effective diffusivity?}

The oxygen per volume of the whole zone is $\bar c=(1-f)c$. Written with its gradient, the same flux is
\begin{equation}
J=-\kappa D\frac{\partial c}{\partial x}
=-D_a\frac{\partial\bar c}{\partial x},\qquad
D_a=\frac{\kappa D}{1-f}=\frac{D}{1+f/2}.
\end{equation}
For $f=0.2$, $D_a=0.909D$. If $D_a$ is used, the surface value must be $\bar c_s=(1-f)c_s$, and the product $D_a\bar c_s=\kappa Dc_s$ is unchanged. Combining $D_a$ with $c_s$ leaves out the lost cross-section and gives a fall of 4.7\,\%, less than a third of the correct one.

\subsection{Numbers for 24 h}

The concentrations are
\begin{align}
c_s&=\frac{10^{-4}}{10}=1.0\times10^{-5}\ \text{mol/cm}^3,\\
b&=\frac{1\times0.2}{16}=1.25\times10^{-2}\ \text{mol/cm}^3 .
\end{align}
With $t=86400$ s, the unobstructed depth is
\begin{equation}
X_0=\sqrt{\frac{2(2\times10^{-5})(10^{-5})(86400)}{1.25\times10^{-2}}}\ \text{cm}
=526\ \mu\text{m},
\end{equation}
and the obstructed depth, with unrounded factors, is $X=0.8528\times525.8\ \mu\text{m}=448\ \mu\text{m}$. The obstruction costs $(1-0.8528)\times525.8\ \mu\text{m}=77\ \mu\text{m}$. By (\ref{eq:growth}), the time to reach a fixed depth is proportional to $1/\kappa=1.375$, so reaching 526 $\mu$m takes $1.375\times24=33$ h, which is 9 h longer than without obstruction.

\subsection{Is the linear profile good enough?}

The dissolved oxygen obeys
\begin{equation}
(1-f)\frac{\partial c}{\partial t}=\kappa D\frac{\partial^2c}{\partial x^2},
\qquad\text{or}\qquad
\frac{\partial c}{\partial t}=D_a\frac{\partial^2c}{\partial x^2}.
\end{equation}
A solution with $c=c_s$ at the surface and $c=0$ at $X=2\gamma\sqrt{D_at}$ is
\begin{equation}
c=c_s\left[1-\frac{\operatorname{erf}\!\left(x/2\sqrt{D_at}\right)}{\operatorname{erf}\gamma}\right].
\end{equation}
At the front, $b\,dX/dt=-\kappa D\,\partial c/\partial x$. Since $dX/dt=\gamma\sqrt{D_a/t}$, this reads
\begin{equation}
b\gamma\sqrt{\frac{D_a}{t}}
=\frac{\kappa Dc_s}{\operatorname{erf}\gamma}\,
\frac{e^{-\gamma^2}}{\sqrt{\pi D_at}} .
\end{equation}
Multiplying by $\sqrt{\pi t/D_a}\,e^{\gamma^2}\operatorname{erf}\gamma/b$ and using $\kappa D/D_a=1-f$,
\begin{equation}
\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erf}\gamma
=\varepsilon,\qquad \varepsilon=\frac{(1-f)c_s}{b}.
\end{equation}
For small $\gamma$ the left side is $2\gamma^2(1+\tfrac23\gamma^2+\dots)$. To leading order $2\gamma^2=\varepsilon$, so $X^2=4\gamma^2D_at=2\varepsilon D_at$, which is (\ref{eq:growth}). At the next order $2\gamma^2\simeq\varepsilon(1-\varepsilon/3)$, and the depth changes by the relative amount $-\varepsilon/6$. Here $c_s/b=8\times10^{-4}$ and the change is $-0.01\,\%$.

At the much larger value $c_s/b=0.1$, this solution gives $X/X_0=0.8555$, and direct time stepping of diffusion with instant precipitation agrees to about $10^{-4}$; on a grid of some fifty cells across the zone it gives 0.8554 to 0.8556, depending on the stopping time. The ratio lies slightly above $\sqrt\kappa$ because the obstructed zone, with less matrix, also stores less dissolved oxygen: the correction $-\varepsilon/6$ is smaller than the reference's $-c_s/6b$.

\subsection{The model beside a real contact alloy}

The zone holds $f/V_{\rm ox}$ moles of solute and $(1-f)/V_{\rm m}$ moles of base metal per volume. Their ratio is $0.25\times10/16=0.156$, which corresponds to a solute atom fraction of $0.156/1.156=0.135$ in the alloy. With molar masses of about 110 g/mol for silver and 130 g/mol for cadmium oxide, the mass ratio of oxide to silver is $0.156\times130/110=0.184$, so the oxide makes up $0.184/1.184$, or about 16\,\%, of the mass. Silver--cadmium oxide contacts contain very roughly 10 to 15\,\% oxide by mass, so $f=0.2$ lies slightly above this range. The transport values are rough, and the depths inherit their uncertainty; the ratio (\ref{eq:ratio}) does not contain them.

If all metal atoms in the alloy occupy equal volumes, oxidation swells the zone by 8\,\%. We have taken this swelling normal to the surface and measured $X$ in the swollen zone. Converting to the original alloy thickness divides both depths by the same factor and leaves their ratio alone.

Real precipitates have a range of sizes. An estimate for a very broad range builds up the mixture in small portions, each of spheres much larger than those already present. Adding a fraction $\delta$ multiplies $\kappa$ by $1-3\delta/2$ and the matrix fraction $1-f$ by $1-\delta$. Thus $d\ln\kappa=\tfrac32\,d\ln(1-f)$, and
\begin{equation}
\kappa=(1-f)^{3/2}=0.716,
\end{equation}
Bruggeman's result. The fall becomes 15.4\,\%. For an assumed particle radius of 1 $\mu$m, the radius is 0.2\,\% of the depth, so treating the zone as a uniform medium is reasonable. The number is for spheres. Equiaxed but faceted particles obstruct somewhat more: a simple cubic array of cubes at $f\approx0.2$ gives a fall about one percentage point larger. Elongated or plate-like particles need a different obstruction formula, and the present number does not cover them. Nor does the model decide whether a solute-rich alloy forms a continuous outer scale instead; it applies while oxidation remains internal. Solute motion, treated next, raises the fall by about 2 points for the rough inputs used here. That shift scales roughly as $D_B/(Dc_s)$: with three times the surface oxygen it is about 0.7 points, about the same as the effect of the size range.

\section{Variation 1: a mobile solute}

\textbf{Question.} The solute diffuses towards the front with $D_B=10^{-9}$ cm$^2$/s, again a rough value. How does the fall in depth change at fixed alloy composition?

\textbf{Solution.} Neglect swelling in this estimate. Let $C_0$ be the initial solute concentration, $s=x/2\sqrt{D_Bt}$ and $u=X/2\sqrt{D_Bt}$. With no free solute left at the front, the profile ahead of it is
\begin{equation}
C=C_0\left[1-\frac{\operatorname{erfc}s}{\operatorname{erfc}u}\right].
\end{equation}
The solute flux into the front is $D_B\,\partial C/\partial x=C_0\sqrt{D_B/\pi t}\;e^{-u^2}/\operatorname{erfc}u$. Dividing by the front speed $u\sqrt{D_B/t}$ gives the amount precipitated per volume. Relative to $C_0$ this is the enrichment
\begin{equation}
e(u)=\frac{1}{\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u}.
\end{equation}
The oxide fraction rises from $f$ to $fe$, and the bound oxygen from $b$ to $be$. Inserting both in (\ref{eq:growth}) and dividing by $4D_Bt$,
\begin{equation}
u^2=\frac{Dc_s}{2bD_B}\,\frac{\kappa(fe)}{e}
=8\,\frac{\kappa(fe)}{e}.
\end{equation}
For the unobstructed reference, $\kappa$ is replaced by 1. Numerical solution gives $u_0=2.748$ with $e=1.06$ for the reference, and $u=2.285$ with $e=1.08$ for the obstructed case. Then
\begin{equation}
\frac{X}{X_0}=\frac{2.285}{2.748}=0.832,
\end{equation}
a fall of about 17\,\% instead of 15\,\%. Two effects add. The oxide fraction rises to $0.217$, which lowers $\kappa$; and the slower front gives the solute more time to arrive, so the obstructed zone must bind more oxygen per volume than the reference zone.

The correction vanishes for $D_B\to0$: then $u\to\infty$, $e\to1$, and (\ref{eq:ratio}) returns.

\section{Variation 2: fast diffusion along the interfaces}

\textbf{Question.} Oxygen cannot enter the particles, but it moves with diffusivity $D_i\gg D$ in an interface layer of width $\delta\ll a$. The concentration in the layer equals that in the adjacent matrix. Which $D_i$ cancels the obstruction?

\textbf{Solution.} The layer carries a flux $-K\nabla_sc$ per length of interface, with $K=\delta D_i$. In steady state, what enters from the matrix, $D\,\partial c/\partial r$ per area, must balance what the layer carries away:
\begin{equation}
D\frac{\partial c}{\partial r}+K\nabla_s^2c=0\qquad(r=a).
\end{equation}
On the sphere $\nabla_s^2\cos\theta=-2\cos\theta/a^2$. With the field (\ref{eq:dipole}),
\begin{equation}
D\left(1-\frac{2B}{a^3}\right)=\frac{2K}{a}\left(1+\frac{B}{a^3}\right).
\end{equation}
This has the form that led to (\ref{eq:beta}), with $\kappa$ replaced by $p=2K/(aD)$, so
\begin{equation}
\frac{B}{a^3}=\frac{1-p}{2+p},\qquad p=\frac{2\delta D_i}{aD}.
\end{equation}
For $p\ll1$ we recover the impermeable value $1/2$. At $p=1$ the dipole vanishes and the sphere no longer disturbs the field. The condition is
\begin{equation}
\frac{D_i}{D}=\frac{a}{2\delta}.
\end{equation}
For $a=1$ $\mu$m and $\delta=0.5$ nm this ratio is 1000. With $D=2\times10^{-5}$ cm$^2$/s that means $D_i=2\times10^{-2}$ cm$^2$/s, about ten times the estimate $\ell^2\nu_0/4\approx2\times10^{-3}$ cm$^2$/s for hopping with no barrier at all (jump length $\ell\approx0.3$ nm, attempt frequency $\nu_0\approx10^{13}$ s$^{-1}$). In this example full cancellation is therefore out of reach for 1 $\mu$m particles unless oxygen is enriched in the layer, which multiplies $K$ by the enrichment factor. Partial relief comes earlier: at $D_i/D=100$, $p=0.1$, and setting $\beta=fB/a^3$ in (\ref{eq:beta}) gives a fall of 12.6\,\%. The threshold is proportional to $a$, so at given $\delta$ and $D_i$ finer particles obstruct less. The 15\,\% fall therefore requires $D_i/D$ to be well below $a/2\delta$; above that value, the interfaces would make the zone grow faster than with unobstructed matrix diffusion.

Apart from the rounded molar masses and the side estimates made with other inputs, the input values used in the solution and both variations are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Oxide volume fraction: 0.200 (dimensionless)
Maxwell kappa: 0.72727 (dimensionless)
Cubic-array kappa, f=0.1: 0.85717 (dimensionless)
Maxwell kappa, f=0.1: 0.85714 (dimensionless)
Cubic-array kappa, f=0.2: 0.72673 (dimensionless)
Depth ratio X/X0: 0.85280 (dimensionless)
Fall in depth: 14.72 %
Tortuosity-only factor: 0.90909 (dimensionless)
Wrong fall from that factor: 4.65 %
Time-stepping test, c_s/b: 0.100 (dimensionless)
Time-stepping depth ratio: 0.8555 (dimensionless)
Full-solution ratio there: 0.8555 (dimensionless)
Oxygen diffusivity: 2.00e-05 cm2/s
Surface oxygen atom fraction: 1.00e-04 (dimensionless)
Matrix molar volume: 10.0 cm3/mol
Oxide molar volume: 16.0 cm3/mol
Oxygen atoms per oxide unit: 1 (dimensionless)
Surface oxygen concentration: 1.000e-05 mol/cm3
Bound oxygen concentration: 1.250e-02 mol/cm3
Dissolved/bound ratio c_s/b: 8.000e-04 (dimensionless)
Oxidation time: 24.0 h
Oxidation time in seconds: 86400 s
Unobstructed depth: 525.8 um
Obstructed depth: 448.4 um
Depth lost: 77.4 um
Time factor for equal depth: 1.3750 (dimensionless)
Time to recover unobstructed depth: 33.0 h
Solute atom fraction in alloy: 0.1351 (dimensionless)
Swelling of oxidized zone: 8.11 %
Transient change of obstructed depth: -0.0107 %
Fall with transient storage: 14.717 %
Solute diffusivity: 1.00e-09 cm2/s
u without obstruction: 2.7479 (dimensionless)
u with obstruction: 2.2854 (dimensionless)
Enrichment, unobstructed: 1.0595 (dimensionless)
Enrichment, obstructed: 1.0828 (dimensionless)
Enriched oxide fraction: 0.2166 (dimensionless)
Fall with solute diffusion: 16.83 %
Bruggeman kappa: 0.71554 (dimensionless)
Fall with Bruggeman kappa: 15.41 %
Particle radius: 1.00 um
Particle radius/depth: 0.223 %
Interface width: 0.50 nm
D_i/D cancelling obstruction: 1000 (dimensionless)
\end{verbatim}
